# Closed-shell reduction of the DFT+U+J potential and its gap

## The question

A density-functional calculation is corrected on one site. The correlated subspace of that site is spanned by fixed orthonormal spatial orbitals \(\varphi_m\), with projector \(P=\sum_m|\varphi_m\rangle\langle\varphi_m|\). The Kohn–Sham orbitals \(\psi_{i\sigma}\) have occupations \(f_{i\sigma}\), and each spin \(\sigma\) has the density operator and occupation matrix

\[
\rho^\sigma=\sum_i f_{i\sigma}|\psi_{i\sigma}\rangle\langle\psi_{i\sigma}|,\qquad
n^\sigma_{mm'}=\langle\varphi_m|\rho^\sigma|\varphi_{m'}\rangle .
\]

The DFT+U+J correction to the energy is

\[
E=\sum_\sigma\frac{U-J}{2}\,\mathrm{Tr}\big[n^\sigma(1-n^\sigma)\big]
+\sum_\sigma\frac{J}{2}\,\mathrm{Tr}\big[n^\sigma n^{-\sigma}\big],
\]

where \(-\sigma\) is the spin opposite to \(\sigma\), and \(U\) and \(J\) are fixed parameters. Spins are collinear and there is no spin–orbit coupling. An optional further term, which acts on the minority spin, is left out until part (f).

## (a) The potential for each spin

**Derive the potential that this correction adds to the Kohn–Sham Hamiltonian of each spin, for arbitrary \(n^\uparrow\) and \(n^\downarrow\).**

**Answer.** Define the matrix \(V^\sigma\) by the first-order change of the energy,

\[
\delta E=\sum_\sigma\mathrm{Tr}\big[V^\sigma\,\delta n^\sigma\big].
\]

This matrix gives the operator in the Hamiltonian. Since the \(\varphi_m\) are fixed, \(\delta n^\sigma_{mm'}=\langle\varphi_m|\delta\rho^\sigma|\varphi_{m'}\rangle\), and therefore

\[
\mathrm{Tr}[V^\sigma\delta n^\sigma]
=\sum_{mm'}V^\sigma_{m'm}\langle\varphi_m|\delta\rho^\sigma|\varphi_{m'}\rangle
=\mathrm{Tr}\big[\hat V^\sigma\delta\rho^\sigma\big],\qquad
\hat V^\sigma=\sum_{mm'}|\varphi_{m'}\rangle V^\sigma_{m'm}\langle\varphi_m| .
\]

Now vary the first term of \(E\) for one spin. The trace is cyclic, so the two pieces from \(n^\sigma n^\sigma\) are equal:

\[
\delta\,\mathrm{Tr}[n^\sigma-n^\sigma n^\sigma]
=\mathrm{Tr}[\delta n^\sigma]-2\,\mathrm{Tr}[n^\sigma\delta n^\sigma]
=2\,\mathrm{Tr}\big[(\tfrac12-n^\sigma)\,\delta n^\sigma\big].
\]

The prefactor \((U-J)/2\) turns this into a contribution \((U-J)(\tfrac12-n^\sigma)\) to \(V^\sigma\).

In the second term, the sum over \(\sigma\) contains the same trace twice, because \(\mathrm{Tr}[n^\uparrow n^\downarrow]=\mathrm{Tr}[n^\downarrow n^\uparrow]\). The term is thus \(J\,\mathrm{Tr}[n^\uparrow n^\downarrow]\), with prefactor \(J\) and not \(J/2\). Its variation with respect to \(n^\sigma\) contributes \(J\,n^{-\sigma}\). Altogether

\[
V^\sigma=(U-J)\big(\tfrac12-n^\sigma\big)+J\,n^{-\sigma}.
\]

For \(U>J\), the first part lowers orbitals that are more than half filled in their own spin and raises those that are less than half filled. For \(J>0\), the second part raises an orbital in proportion to its filling by the opposite spin.

## (b) The closed shell

**In a closed-shell system every spatial orbital is occupied equally by both spins. Write the potential as a coefficient times \((\tfrac12-n)\) plus a multiple of the unit matrix. State in what sense the second part is a uniform shift.**

**Answer.** Equal spatial orbitals with equal occupations give \(\rho^\uparrow=\rho^\downarrow\), hence \(n^\uparrow=n^\downarrow=n\). Inserting this in the result of (a) and collecting the terms in \(n\) gives

\[
V=\frac{U-J}{2}-(U-J)n+Jn=\frac{U-J}{2}-(U-2J)\,n .
\]

To complete the factor \((\tfrac12-n)\), split the constant as \((U-J)/2=(U-2J)/2+J/2\). Then

\[
\boxed{V=(U-2J)\big(\tfrac12-n\big)+\frac J2}
\]

for both spins. One \(J\) in the coefficient comes from the same-spin term, and the other from the opposite-spin term, which has become a function of the same matrix \(n\).

In the eigenbasis of \(n\), a full orbital (eigenvalue 1) and an empty one (eigenvalue 0) are shifted by

\[
V_{\rm full}=-\frac{U-2J}{2}+\frac J2,\qquad
V_{\rm empty}=+\frac{U-2J}{2}+\frac J2,\qquad
V_{\rm empty}-V_{\rm full}=U-2J .
\]

The correction pushes the two apart if \(U>2J\) and together if \(U<2J\). For \(U=4\) eV and \(J=0.5\) eV the shifts are \(-1.5+0.25=-1.25\) eV and \(1.5+0.25=1.75\) eV, which differ by 3 eV.

The unit matrix here is the unit matrix of the subspace. As an operator, the second part is \((J/2)P\): it shifts all correlated orbitals equally but leaves states outside the subspace where they were. It is therefore not a constant that could be absorbed in the zero of energy, unless the subspace is the whole space.

## (c) A check through the energy

**Evaluate \(E\) for \(n^\uparrow=n^\downarrow=n\), differentiate it with respect to the common matrix \(n\), and reconcile the outcome with (b).**

**Answer.** Each spin sum gives a factor of two:

\[
E(n,n)=(U-J)\,\mathrm{Tr}[n-n^2]+J\,\mathrm{Tr}[n^2]
=(U-J)\,\mathrm{Tr}\,n-(U-2J)\,\mathrm{Tr}\,n^2 .
\]

With \(U-J=(U-2J)+J\) this becomes

\[
E(n,n)=(U-2J)\,\mathrm{Tr}[n(1-n)]+J\,\mathrm{Tr}\,n .
\]

Its variation is

\[
\delta E=\mathrm{Tr}\big[\{2(U-2J)(\tfrac12-n)+J\}\,\delta n\big]=2\,\mathrm{Tr}[V\,\delta n].
\]

The factor 2 is required. Changing the common matrix changes both spins, and each contributes \(\mathrm{Tr}[V\delta n]\). The potential in the Hamiltonian of one spin is half the derivative with respect to the common matrix.

## (d) The effect on a gap

**Let \(h\) be the rest of the one-electron Hamiltonian. Find the gap between the highest occupied orbital \(v\) and the lowest empty orbital \(c\) of \(h+\hat V\). When does the gap grow by the full coefficient found in (b), and when does the shift matter?**

**Answer.** For a normalized orbital \(\psi\) define its weight in the subspace and its expectation value of the occupation matrix,

\[
w=\langle\psi|P|\psi\rangle,\qquad
\nu=\sum_{mm'}\langle\psi|\varphi_m\rangle\,n_{mm'}\langle\varphi_{m'}|\psi\rangle .
\]

The unit matrix in \(V\) contributes \(w\) and the matrix \(n\) contributes \(\nu\), so

\[
\langle\psi|\hat V|\psi\rangle=(U-2J)\Big(\frac w2-\nu\Big)+\frac J2\,w .
\]

An eigenvalue of \(h+\hat V\) is the expectation value of that operator in its own eigenvector. Subtracting the two frontier levels gives

\[
\varepsilon_c-\varepsilon_v=\langle h\rangle_c-\langle h\rangle_v+(U-2J)\,B+\frac J2(w_c-w_v),
\qquad
B=\frac{w_c-w_v}{2}-(\nu_c-\nu_v).
\]

This is not a perturbation expansion, provided that the orbitals and \(n\) are those of the self-consistent solution.

If both frontier orbitals lie wholly in the subspace, one full and one empty, then \(w_c=w_v=1\), \(\nu_v=1\) and \(\nu_c=0\). Hence \(B=1\) and the shift cancels. If, in addition, \(h\) is unchanged and the same two orbitals are the frontier orbitals without the correction, then \(\langle h\rangle_c-\langle h\rangle_v\) is the uncorrected gap. Under these conditions the gap grows by \(U-2J\). In a full density-functional calculation \(h\) depends on the density, and its response adds to the change.

At the other extreme, two frontier orbitals with no weight in the subspace have \(w=\nu=0\), and both correction terms in their difference vanish. In a full calculation the gap between them can still change through the response of \(h\) to the density. In between, the shift enters directly through \(w_c-w_v\). It can also act indirectly, because moving the subspace relative to the other states alters their mixing.

## (e) A model with a ligand

**Two correlated orbitals \(a\), \(b\) and one ligand orbital \(p\) have, in this order and in eV,**

\[
h=\begin{pmatrix}0&0&-0.8\\0&2&-1.2\\-0.8&-1.2&-3\end{pmatrix},\qquad U=4,\quad J=0.5 .
\]

**Two spatial orbitals are doubly occupied and \(h\) is held fixed. The self-consistent solution of lowest energy gives, per spin, \(n_{aa}=0.9958\), \(n_{bb}=0.0362\), \(n_{ab}=-0.0633\). The frontier orbitals have \(w_v=0.9057\), \(\nu_v=0.9027\), \(w_c=0.9680\), \(\nu_c=0.0310\), and \(\langle h\rangle_v=0.122\) eV, \(\langle h\rangle_c=2.272\) eV. The gap of \(h\) alone is 2.125 eV. Find the potential and the corrected gap, and explain why the gap does not grow by the full coefficient.**

**Answer.** The potential matrix has the elements

\[
\begin{aligned}
V_{aa}&=3(0.5-0.9958)+0.25=-1.24\ \text{eV},\\
V_{bb}&=3(0.5-0.0362)+0.25=1.64\ \text{eV},\\
V_{ab}&=-3(-0.0633)=0.19\ \text{eV}.
\end{aligned}
\]

The shift does not enter \(V_{ab}\), because the unit matrix is diagonal. The frontier levels follow from (d):

\[
\begin{aligned}
\varepsilon_v&=0.122+3(0.45285-0.9027)+0.25(0.9057)\\
&=0.122-1.350+0.226=-1.00\ \text{eV},\\
\varepsilon_c&=2.272+3(0.4840-0.0310)+0.25(0.9680)\\
&=2.272+1.359+0.242=3.87\ \text{eV}.
\end{aligned}
\]

The gap is 4.87 eV. Its three parts are 2.150 eV from \(h\), 2.709 eV from the term in \(U-2J\), and 0.016 eV directly from the shift. The increase over the uncorrected gap is 2.75 eV, about 8% less than \(U-2J=3\) eV.

The main loss is in \(B\), which is 0.903 instead of 1. It can be traced to the ligand. Let \(q=1-w\) be the ligand weight of an orbital, so that \(q_v=0.0943\) and \(q_c=0.0320\). In this three-orbital model \(P=1-|p\rangle\langle p|\), and \(\nu=\langle\psi|P\rho P|\psi\rangle\), where \(\rho\) is the density operator of one spin. Since \(c\) is the sole empty orbital, \(\rho=1-|c\rangle\langle c|\), which gives \(\langle p|\rho|p\rangle=1-q_c\).

For the empty orbital \(\rho|c\rangle=0\), so only the term with two factors of \(|p\rangle\langle p|\) survives. For the occupied orbital \(\rho|v\rangle=|v\rangle\), and all terms contribute:

\[
\begin{aligned}
\nu_c&=q_c(1-q_c),\\
\nu_v&=1-2q_v+q_v(1-q_c)=1-q_v-q_vq_c .
\end{aligned}
\]

With \(w_c-w_v=q_v-q_c\), the factor is

\[
B=\frac{q_v-q_c}{2}-q_c(1-q_c)+1-q_v-q_vq_c
=1-\frac{q_v}{2}-\frac{3q_c}{2}+q_c^2-q_vq_c .
\]

Numerically, \(B=1-0.047-0.048+0.001-0.003=0.903\). Ligand character in either frontier orbital reduces \(B\) to first order in its weight. The shift adds \((J/2)(q_v-q_c)\), so in the sum of the two correction terms the first-order coefficient of \(q_v\) is \(-(U-2J)/2+J/2=-(U-3J)/2\); it is negative here because \(U>3J\).

Repeating the self-consistent calculation without the \(J/2\) shift gives a gap of 4.850 eV instead of 4.874 eV. The difference of 0.024 eV exceeds the direct 0.016 eV; the remainder comes from the changed orbitals and occupations. With the couplings to \(p\) set to zero, the gap rises from 2 to 5 eV, with or without the shift, as (d) requires. These values belong to the lowest solution, with \(a\) full and \(b\) empty. The equations have a second self-consistent solution with \(b\) full and \(a\) empty. In the uncoupled model with the shift, \(b\) then lies at \(2-1.25=0.75\) eV and \(a\) at \(1.75\) eV, a gap of 1 eV, at an energy \(2\times2=4\) eV higher. With the couplings its gap is 0.68 eV and its energy is 4.2 eV higher. It is a saddle point of the energy, not a minimum.

If the opposite-spin term is omitted, the potential is \((U-J)(\tfrac12-n)\), with coefficient 3.5 eV and no shift. Its gap is 5.30 eV, which is 0.45 eV above the 4.85 eV of the shift-free calculation with coefficient 3 eV. At fixed orbitals the difference would be \(J\,B\). The shift-free solution has \(B=0.889\), which gives 0.445 eV, close to the self-consistent difference of 0.449 eV.

The numerical check also treats the two spins separately, with potentials obtained from differences of the energy. From a slightly spin-split start it returns to equal occupation matrices and to the same gap.

## (f) Where the reduction stops

**(i) Does \(U-2J\) also govern a departure from equal spin occupations? Find the second-order energy for \(n^{\uparrow,\downarrow}=n\pm m\), and decide when the uncoupled model, with level separation \(\Delta_0\) between \(a\) and \(b\), is stable against a small spin-dependent mixing of \(a\) and \(b\). (ii) Some calculations add the term \(-J\min(N^\uparrow,N^\downarrow)\), with \(N^\sigma=\mathrm{Tr}\,n^\sigma\). What does it do to the closed-shell potential?**

**Answer (i).** For unequal matrices, subtract the closed-shell form evaluated with \(n^\sigma\) from the potential of (a):

\[
V^\sigma-\Big[(U-2J)(\tfrac12-n^\sigma)+\frac J2\Big]=J\,(n^{-\sigma}-n^\sigma).
\]

The reduction thus needs equal matrices, not merely equal electron numbers. In the energy, the terms linear in \(m\) cancel between the spins. The quadratic terms are

\[
-\frac{U-J}{2}\,2\,\mathrm{Tr}\,m^2-J\,\mathrm{Tr}\,m^2=-U\,\mathrm{Tr}\,m^2 ,
\]

because \(\mathrm{Tr}[(n+m)(n-m)]=\mathrm{Tr}\,n^2-\mathrm{Tr}\,m^2\). If instead both matrices change by the same \(d\), the cross term has the opposite sign and the result is \(-(U-2J)\,\mathrm{Tr}\,d^2\). The coefficient \(U-2J\) belongs to changes that keep the spins equal; spin polarization is governed by \(U\).

These curvatures concern the correction alone. Stability also involves \(h\). In the uncoupled model, where \(a\) is full and \(b\) empty, rotate the occupied orbitals in opposite directions:

\[
\psi_{\uparrow,\downarrow}=\cos\theta\,|a\rangle\pm\sin\theta\,|b\rangle .
\]

Each \(n^\sigma\) still projects on one orbital, so \(\mathrm{Tr}[n^\sigma(1-n^\sigma)]=0\). The cross term is \(J|\langle\psi_\uparrow|\psi_\downarrow\rangle|^2=J\cos^2 2\theta\), and the energy of the two electrons in \(h\) rises by \(2\Delta_0\sin^2\theta\). For small \(\theta\),

\[
2\Delta_0\sin^2\theta+J\cos^2 2\theta\simeq J+2(\Delta_0-2J)\,\theta^2 .
\]

The closed shell is stable against this rotation if \(\Delta_0>2J\). Here \(\Delta_0=2\) eV and \(2J=1\) eV, so the condition holds. \(U\) drops out because the larger gap and the spin-odd curvature compensate: the former contributes \(2(\Delta_0+U-2J)\theta^2\). The latter contributes \(-2U\theta^2\), since \(\mathrm{Tr}\,m^2=2\theta^2\) to leading order.

With spin–orbit coupling or noncollinear spins, the occupation matrix can also have blocks that connect the two spins. The energy used here contains no such blocks, so the reduction cannot be carried over without a new derivation.

**Answer (ii).** At \(N^\uparrow=N^\downarrow\) the added term has a kink. Adding charge to one spin leaves the minimum unchanged, so the slope is 0; removing charge from one spin lowers the minimum, and the slope with respect to \(N^\sigma\) is \(-J\). No single potential describes independent changes of the two spins at this point.

If the spins are constrained to remain equal, the term is \(-J\,\mathrm{Tr}\,n\). By the factor of two found in (c), this is a potential of \(-J/2\) for each spin. It cancels the shift and leaves

\[
V_{\rm restricted}=(U-2J)\big(\tfrac12-n\big).
\]

The coefficient is unchanged. In the model of (e), this restricted calculation is the one without the shift, with a gap of 4.85 eV.

## Computed results

```
U = 4.00 eV, J = 0.50 eV
on-site energies a, b, p = 0.00, 2.00, -3.00 eV
couplings a-p, b-p = -0.80, -1.20 eV
coefficient U-2J = 3.00 eV
coefficient U-J = 3.50 eV
subspace shift J/2 = 0.25 eV
potential on a full orbital = -1.25 eV
potential on an empty orbital = 1.75 eV
largest derivative error, random matrices = 2.2e-14 eV
Uncoupled model:
  gap without correction = 2.0000 eV
  gap with correction = 5.0000 eV
  gap with J/2 shift dropped = 5.0000 eV
Coupled model, self-consistent:
  largest spin difference of n at the end = 6.1e-11
  n_aa, n_bb, n_ab per spin = 0.9958, 0.0362, -0.0633
  V_aa, V_bb, V_ab = -1.2375, 1.6415, 0.1900 eV
  HOMO, LUMO without correction = 0.1622, 2.2876 eV
  HOMO, LUMO with correction = -1.0011, 3.8727 eV
  HOMO: w = 0.9057, nu = 0.9027
  LUMO: w = 0.9680, nu = 0.0310
  HOMO <h>, U-2J part, J/2 part = 0.1220, -1.3495, 0.2264 eV
  LUMO <h>, U-2J part, J/2 part = 2.2717, 1.3590, 0.2420 eV
  gap parts: <h>, U-2J, J/2 = 2.1497, 2.7085, 0.0156 eV
  gap without correction = 2.1254 eV
  gap, two-spin numerical potential = 4.8738 eV
  gap, reduced potential = 4.8738 eV
  gap increase = 2.7484 eV
  gap with J/2 shift dropped = 4.8500 eV
  gap with J cross term omitted = 5.2986 eV
```
